# Energy release rate of a blade-opened bond between unlike wafers

## What dimensions and symmetry fix

Two wafers are bonded face to face, and a blade of thickness $h$ is pushed in from the edge. The bond opens over a length $L$, measured from the line where the blade touches the wafers to the crack tip. The energy release rate $G$ is the mechanical energy given up per unit area of newly opened interface.

Let each opened wafer act as a slender elastic beam whose root, at the crack tip, can neither move nor rotate. Wafer $i$, with thickness $t_i$ and Young's modulus $E_i$ along the crack direction, then enters through one quantity alone, its bending stiffness per unit width,

$$B_i=\int_{-t_i/2}^{t_i/2}E_i z^2\,dz=\frac{E_i t_i^3}{12}.$$

Its unit is N m. All forces, moments and energies below are also per unit width.

In linear elasticity, displacements and forces are proportional to $h$, so energies are proportional to $h^2$. The unit of $G$ is J/m$^2$ = N/m. With $h^2$ fixed by linearity, the combination with the right unit is

$$G=\frac{h^2}{L^4}\,F(B_1,B_2),$$

where $F$ has the unit of a stiffness. It is unchanged when the wafers exchange labels.

The loading fixes $F$ further. If the pair is otherwise free, the blade pushes the wafers apart with equal and opposite forces. The same force acts on both arms and their deflections add, as for two springs in series. The stiffness that counts is therefore

$$B_*=\left(\frac1{B_1}+\frac1{B_2}\right)^{-1}=\frac{B_1B_2}{B_1+B_2},$$

and $G=c\,h^2B_*/L^4$. Only the pure number $c$ is left to find. The inverse fourth power depends on $L$ being the only length along the beam; a root that yields brings in a second length.

## First derivation: the energy of the whole specimen

Let $x$ run from the crack tip ($x=0$) to the blade ($x=L$). Count the deflection $w_i$ of each arm as positive away from the other wafer, relative to the straight bonded part. The blade force $P$ acts at $x=L$, so the bending moment at $x$ is $P(L-x)$ and

$$B_iw_i''=P(L-x),\qquad w_i(0)=w_i'(0)=0 .$$

Weight, blade friction and shear deformation are neglected, and slopes are small. Two integrations give

$$w_i'=\frac{P}{B_i}\left(Lx-\frac{x^2}{2}\right),\qquad
w_i=\frac{P}{B_i}\left(\frac{Lx^2}{2}-\frac{x^3}{6}\right).$$

Both integration constants vanish because the root is built in. At the blade,

$$\delta_i=w_i(L)=\frac{PL^3}{3B_i}.$$

The blade prescribes the sum of the deflections, not each one separately:

$$h=\delta_1+\delta_2=\frac{PL^3}{3B_*}
\quad\Longrightarrow\quad P=\frac{3B_*h}{L^3}.$$

Dividing $\delta_1$ by $h$ gives the share of the first wafer,

$$\frac{\delta_1}{h}=\frac{B_*}{B_1}=\frac{B_2}{B_1+B_2},$$

so the softer arm moves farther.

The force grows in proportion to the opening, so the stored energy is half the product of final force and opening:

$$U=\frac12Ph=\frac{3B_*h^2}{2L^3}.$$

Now let the crack advance with the blade held still. The opening $h$ stays fixed, so the blade does no work, and the energy that reaches the interface is the loss of stored energy:

$$G=-\left(\frac{\partial U}{\partial L}\right)_h
=-\frac{3B_*h^2}{2}\left(-\frac{3}{L^4}\right)
=\frac{9B_*h^2}{2L^4}.$$

Hence $c=9/2$. To restore moduli and thicknesses, note that

$$B_*=\frac{(E_1t_1^3/12)(E_2t_2^3/12)}{(E_1t_1^3+E_2t_2^3)/12}
=\frac{1}{12}\,\frac{E_1t_1^3E_2t_2^3}{E_1t_1^3+E_2t_2^3},$$

and $9/(2\cdot12)=3/8$. The result is

$$\boxed{G=\frac{3h^2}{8L^4}\,
\frac{E_1t_1^3E_2t_2^3}{E_1t_1^3+E_2t_2^3}}$$

## Second derivation: the energy balance at the crack tip

The same result follows without the total energy or its derivative. Let $M$ be the bending moment at the root of each arm. The two moments have equal size and opposite sense, so the bonded part carries no net moment and, in beam theory, stores no bending energy.

Let the crack advance by a small length $da$. A slice of each wafer, previously straight and unstrained, becomes part of an arm and acquires the curvature $M/B_i$. Its outer end rotates by $(M/B_i)\,da$ relative to its inner end. The rest of the arm, which applies the moment $M$ there, does the work

$$dW_i=M\,\frac{M}{B_i}\,da .$$

The change of $M$ during the advance is itself of order $da$ and affects this work only at order $da^2$. The shear force acts through a displacement of order $da^2$ and also drops out. The bent slice stores

$$dU_i=\frac12B_i\left(\frac{M}{B_i}\right)^2da=\frac{M^2}{2B_i}\,da .$$

The difference $dW_i-dU_i=M^2da/(2B_i)$ is available to the interface. Adding both wafers gives

$$G=\frac{M^2}{2B_1}+\frac{M^2}{2B_2}=\frac{M^2}{2B_*}.$$

It remains to relate $M$ to the blade thickness. The moment falls linearly from $M$ at the root to zero at the blade, so the curvatures of the two arms add up to $M(1-x/L)/B_*$. Curvature over an element $dx$ turns everything beyond it, and this moves the end, a distance $L-x$ away, by $L-x$ times the angle. Summing over elements,

$$h=\int_0^L(L-x)\,\frac{M}{B_*}\,\frac{L-x}{L}\,dx
=\frac{M}{B_*L}\,\frac{L^3}{3}=\frac{ML^2}{3B_*}.$$

Thus $M=3B_*h/L^2$, and

$$G=\frac{1}{2B_*}\,\frac{9B_*^2h^2}{L^4}=\frac{9B_*h^2}{2L^4},$$

as before.

## What each derivation assumes

Both use linear elasticity, slender arms, a rigid root and opposite blade forces. They differ in where the loading enters.

The first derivation needs the energy of the whole specimen as a function of $L$, and it uses the fixed blade to set the external work to zero. It does not ask how energy reaches the tip. It therefore carries over to a yielding root, once the compliance is known.

The second needs only the state next to the tip. The relation $G=M^2/(2B_*)$ does not depend on whether the blade is fixed. What it does need is a bonded part without net moment; otherwise the energy of the bonded slice before separation must enter the balance.

A constant force shows the difference. Then $M=PL$ and the second derivation gives directly

$$G=\frac{P^2L^2}{2B_*}.$$

This grows with $L$, whereas at fixed opening

$$\left(\frac{\partial G}{\partial L}\right)_h=-\frac{4G}{L}<0 .$$

If the interface needs the same energy per area everywhere, a crack driven by a fixed blade stops where $G$ has fallen to that energy. Under a constant force it would run on. This is why a stationary crack length can serve as the measurement.

At arrest, $G$ is the energy needed to separate the bond under the conditions of the test. For two like surfaces it can be divided equally between them, which assigns $G/2$ to each. For unlike wafers only the sum has a direct meaning here. Nor does $G$ tell how much of the loading is opening and how much is shear along the interface, since unequal arms lack the mirror symmetry that excludes shear.

## Limits and sensitivity

For equal wafers $B_*=B/2$, and

$$G=\frac{9h^2}{4L^4}\,\frac{Et^3}{12}=\frac{3Et^3h^2}{16L^4}.$$

If wafer 1 is much stiffer, or is held rigidly flat by a chuck, then $1/B_1\to0$ and

$$G=\frac{9B_2h^2}{2L^4}.$$

Mounting thus matters: a held wafer contributes no deflection, whatever its own stiffness.

For small errors, take the logarithm $\ln B_*=\ln B_1+\ln B_2-\ln(B_1+B_2)$ and differentiate:

$$\frac{\partial\ln G}{\partial\ln B_1}=1-\frac{B_1}{B_1+B_2}=\frac{B_2}{B_1+B_2}.$$

The softer wafer has the larger weight. Its thickness enters with three times that weight, the blade thickness with power 2 and the crack length with power $-4$.

## A silicon strip on fused silica

Take a narrow strip of (001) silicon, $t_1=525$ µm, cut along $\langle110\rangle$ and bonded to fused silica, $t_2=500$ µm. As rough typical moduli, take $E_1=169.1$ GPa and $E_2=72$ GPa; the digits beyond the second only keep the arithmetic traceable. A blade with $h=100$ µm gives $L=20$ mm. Then

$$B_1=\frac{(169.1\times10^9)(525\times10^{-6})^3}{12}=2.039\ \text{N m},$$

$$B_2=\frac{(72\times10^9)(500\times10^{-6})^3}{12}=0.750\ \text{N m},$$

$$B_*=\frac{2.039\times0.750}{2.789}=0.548\ \text{N m}.$$

The blade force is $P=3B_*h/L^3=20.6$ N/m. Silicon moves by 26.9 µm and silica by 73.1 µm. The release rate is

$$G=\frac{9(0.5483)(10^{-4})^2}{2(0.020)^4}=0.154\ \text{J/m}^2=154\ \text{mJ/m}^2.$$

Treating both wafers as the silicon one would overstate $G$ by 86%. Holding the silicon rigidly flat, with $h$ and $L$ unchanged, would raise it by 37%. The weights of $B_1$ and $B_2$ are 0.27 and 0.73, so a 1% error in silica thickness changes $G$ by about 2.2%.

The nominal bending stress at the root is $6M/t_i^2$, because the surface strain is $(M/B_i)(t_i/2)$ and $B_i=E_it_i^3/12$. With $M=PL=0.411$ N it is 9.0 MPa in silicon and 9.9 MPa in silica. Since $M=\sqrt{2GB_*}$, these stresses are set by the bond and the wafers, not by the blade. For a bond with $G=2$ J/m$^2$ and the same blade, the formula gives $L=10.5$ mm and stresses of 32 and 36 MPa. With a rigid root, a thinner blade would shorten the crack without lowering this nominal stress.

## When the root yields

Solid material ahead of the crack also deforms. A simple estimate replaces it by springs between the wafers, with stiffness $k$ per area. Let $\Delta=w_1+w_2$. The springs pull both arms back, $B_iw_i''''=-k\Delta$. Dividing by $B_i$ and adding gives one equation for the opening:

$$B_*\Delta''''+k\Delta=0 .$$

Define $s=(4B_*/k)^{1/4}$, and let $z=-x$ measure distance into the bond. The decaying solution is

$$\Delta=e^{-z/s}\left(a\cos\frac zs+b\sin\frac zs\right).$$

At $z=0$ its second and third derivatives are $-2b/s^2$ and $2(a+b)/s^3$. Continuity of moment and shear force requires them to equal $PL/B_*$ and $P/B_*$; the second sign is positive because $z$ runs against $x$. Hence

$$b=-\frac{PLs^2}{2B_*},\qquad a=\frac{P(Ls^2+s^3)}{2B_*}.$$

The opening at the tip is $a$, and its slope towards the blade is $(a-b)/s=P(2Ls+s^2)/(2B_*)$. Adding the offset $a$ and $L$ times this slope to the built-in deflection gives

$$h=\frac{P}{B_*}\left(\frac{L^3}{3}+L^2s+Ls^2+\frac{s^3}{2}\right)
=\frac{P}{3B_*}\left[(L+s)^3+\frac{s^3}{2}\right].$$

Write this as $h=CP$. Then $U=h^2/(2C)$, and differentiation at fixed $h$ gives $G=\tfrac12P^2\,dC/dL=P^2(L+s)^2/(2B_*)$. For $s\ll L$ the small $s^3/2$ may be dropped in $P$, so that

$$G\simeq\frac{9B_*h^2}{2(L+s)^4}.$$

The root acts as if the crack were longer by $s$. Let the springs represent half of each wafer's thickness, $1/k=t_1/(2E_{1z})+t_2/(2E_2)$, with the silicon modulus $E_{1z}=130.1$ GPa through the thickness. This choice is an estimate, and it gives $s=0.33$ mm.

A two-dimensional finite-element calculation of the cracked pair, in plane stress but without beam assumptions, gives ratios to the beam formula of about 0.89, 0.94 and 0.97 at $L=10$, 20 and 40 mm. Each corresponds to a shift of about 0.3 mm, as does the spring estimate. The calculation used a single mesh, not refined towards the tip, where the stresses are singular, and took the energy derivative as a difference over $\pm0.25$ mm. Together these make the shift about 5% too small, the converged value being 0.32 mm, and the ratio at 10 mm about 0.006 too high, so that its converged value is 0.88; roughly a third of that error comes from the differencing. The other two ratios fall by about 0.003 and 0.001 and remain 0.94 and 0.97. At 20 mm, $G$ falls from 154 to about 145 mJ/m$^2$. Between 20 and 40 mm the effective power of $L$ is about $-3.96$, as a constant shift of 0.3 mm implies: $-4\ln(40.3/20.3)/\ln2=-3.96$. The converged shift of 0.32 mm gives $-3.95$.

## Reading the number in a real test

The dimensions and moduli are rough typical values, and a release rate of order 0.1 J/m$^2$ is typical of a weak hydrophilic bond made at room temperature and not annealed. In such a test the rigid root is not realized, and the crack tip is not fully visible. Suppose the first bright fringe at 550 nm marks the visible end. Reflections from the two faces of the air gap have opposite signs, so this fringe needs a gap of a quarter wavelength, 137.5 nm. The two-dimensional calculation puts that gap about 0.3 mm from the true tip. The visible length is then about 19.7 mm, and the beam formula gives a value more than 10% above the two-dimensional $G$. The hidden tip and the yielding root err in the same direction. For comparison, reading $L$ short by 0.5 mm raises the beam value by 11%.

Orientation and width also enter. A silicon strip along $\langle100\rangle$ would lower $G$ by 7.5% at the same $h$ and $L$. In a wide plate, strain across the width is suppressed. The transverse stress is then $\nu_i\sigma$, the strain along the beam is $\sigma(1-\nu_i^2)/E_i$, and $E_i$ is replaced by $E_i/(1-\nu_i^2)$. With $\nu_1=0.062$ and $\nu_2=0.17$, this raises $G$ by 2.3%.

A temperature change after bonding stores energy that separation releases. Let $\varepsilon$ be the difference in free thermal strain. Suppose that the strip, though narrow compared with its length, is many times wider than it is thick. Away from the edges the layers then carry opposite forces $N$ per unit width in both in-plane directions, at a distance $d=(t_1+t_2)/2$, and share a curvature $\kappa$. With biaxial moduli $Y_i$, define $A_i=Y_it_i$ and $D_i=Y_it_i^3/12$. Moment balance and strain matching at the interface require

$$Nd=(D_1+D_2)\kappa,\qquad
\varepsilon=N\left(\frac1{A_1}+\frac1{A_2}\right)+\kappa d .$$

Two equal in-plane directions cancel the usual factor $\tfrac12$ in the energy per area:

$$U_T=N^2\left(\frac1{A_1}+\frac1{A_2}\right)+(D_1+D_2)\kappa^2=N\varepsilon
=\frac{\varepsilon^2}{\dfrac1{A_1}+\dfrac1{A_2}+\dfrac{d^2}{D_1+D_2}} .$$

In beam theory this adds to the blade's contribution without a cross term: the freed arms are flat before loading, and the blade puts no net moment on the bonded part. A yielding root adds a small cross term, linear in the temperature change, which is neglected here. With expansion coefficients of 2.6 and 0.5 ppm/K, a change of 10 K stores 3.7 mJ/m$^2$, or 2.4% of the beam value of $G$. The energy grows as the square of the temperature change.

Moisture can assist the breaking of bonds at the tip, so that the crack continues to creep after the blade has stopped. The formula still gives the mechanical energy supplied at the observed length, but that energy then depends on humidity and waiting time. The elastic model cannot size this effect.

## Numbers as computed

```
Silicon c11: 165.7 GPa
Silicon c12: 63.9 GPa
Silicon c44: 79.6 GPa
Silicon E along <110>: 169.1 GPa
Silicon E along <100>: 130.1 GPa
Silicon in-plane Poisson ratio, <110> strip: 0.062
Silica E: 72 GPa
Silica Poisson ratio: 0.17
Silicon thickness: 525 um
Silica thickness: 500 um
Blade thickness: 100 um
Crack length: 20 mm
Silicon bending stiffness B1: 2.039 N m
Silica bending stiffness B2: 0.75 N m
Series stiffness Bs: 0.5483 N m
Blade force per width: 20.56 N/m
Silicon deflection: 26.9 um
Silica deflection: 73.1 um
Stored energy per width: 1.028 mJ/m
Root moment per width: 0.4112 N
G, beam formula: 0.1542 J/m^2
G, beam formula: 154.2 mJ/m^2
G, numerical energy derivative: 0.1542 J/m^2
Root stress in silicon: 8.95 MPa
Root stress in silica: 9.87 MPa
Sensitivity dlnG/dlnB1: 0.269
Sensitivity dlnG/dlnB2: 0.731
G error if both wafers taken as the silicon one: +85.9 %
G change if silicon is held rigidly flat: +36.8 %
Root shift s, spring estimate: 0.331 mm
2D elasticity, L = 10 mm: G/G_beam = 0.8875, root shift = 0.303 mm
2D elasticity, L = 20 mm: G/G_beam = 0.9414, root shift = 0.304 mm
2D elasticity, L = 40 mm: G/G_beam = 0.9701, root shift = 0.305 mm
2D elasticity G at 20 mm: 0.1452 J/m^2
2D exponent of L, 20 to 40 mm: -3.957
2D silicon share of opening at 40 mm: 0.271
G change, silicon strip along <100>: -7.5 %
G change, plane-strain moduli: +2.3 %
G change, L read 0.5 mm short: +10.7 %
Viewing wavelength: 550 nm
Hidden crack, clamped beams: 0.609 mm
Hidden crack, 2D elasticity: 0.34 mm
Beam G from visible length against 2D G: +13.8 %
Silicon thermal expansion: 2.6 ppm/K
Silica thermal expansion: 0.5 ppm/K
Temperature change after bonding: 10 K
Thermal mismatch energy: 3.71 mJ/m^2
Thermal mismatch energy relative to G: +2.4 %
Stronger bond, chosen G: 2 J/m^2
Stronger bond, crack length: 10.5 mm
Stronger bond, silicon root stress: 32.2 MPa
Stronger bond, silica root stress: 35.5 MPa
```
